# High-Frequency Absorption and DC Mobility for Energy-Dependent Scattering

## The examination question

Electrons of charge $-e$, effective mass $m$ and density $n$ occupy an isotropic parabolic band at temperature $T$. They are nondegenerate. Scattering is elastic and isotropic, with

$$\tau(E)=\tau_0\left(\frac{E}{k_BT}\right)^{-1/2}.$$

This law describes a scattering probability proportional to the final density of states, as for acoustic phonons treated as elastic. A weak uniform field $F(t)=\mathrm{Re}\,F_0e^{-i\omega t}$, with $F_0$ real, acts along $z$. Electron–electron collisions are neglected, and the motion is classical until part (f). Write $x=E/k_BT$.

## (a) Conductivity

**Question.** Derive $\sigma(\omega)$ from the Boltzmann equation, and relate its real part to the absorbed power.

**Model answer.** Write $f=f_0+\mathrm{Re}\,f_1e^{-i\omega t}$, with $f_0\propto e^{-E/k_BT}$. The force is $-eF$, and

$$\frac{\partial f_0}{\partial v_z}=-\frac{mv_z}{k_BT}f_0 .$$

To first order in the field,

$$-i\omega f_1+\frac{eF_0v_z}{k_BT}f_0=-\frac{f_1-\bar f_1}{\tau(E)},$$

where $\bar f_1$ is the mean of $f_1$ over directions at fixed energy. This form of the collision term expresses isotropic elastic scattering: electrons leave a direction at rate $1/\tau$ and return uniformly over all directions. The driving term is proportional to $\cos\theta$, so $f_1$ is too, and $\bar f_1=0$. Hence

$$f_1=-\frac{eF_0v_z}{k_BT}f_0\,\frac{\tau}{1-i\omega\tau}.$$

The current amplitude is $-e\sum v_zf_1$, the sum running over states per unit volume. The angular mean of $v_z^2$ is $v^2/3=2E/(3m)$, which gives

$$\sigma=\frac{e^2}{m}\,\frac23\sum x f_0\frac{\tau}{1-i\omega\tau}.$$

The density of states is proportional to $\sqrt x$, so $\sum f_0G=n\int_0^\infty\sqrt x\,e^{-x}G\,dx/\Gamma(3/2)$. Since $\Gamma(5/2)=\frac32\Gamma(3/2)$,

$$\sigma(\omega)=\frac{ne^2}{m}\left\langle\frac{\tau}{1-i\omega\tau}\right\rangle,\qquad
\langle G\rangle=\frac{1}{\Gamma(5/2)}\int_0^\infty x^{3/2}e^{-x}G(x)\,dx .$$

The average is normalized, $\langle1\rangle=1$. It weights each energy by the share of the current it would carry if $\tau$ were the same at all energies, not by its share of the electrons.

The time mean of current density times field is

$$P=\tfrac12F_0^2\,\mathrm{Re}\,\sigma,\qquad
\mathrm{Re}\,\sigma=\frac{ne^2}{m}\left\langle\frac{\tau}{1+\omega^2\tau^2}\right\rangle .$$

Each energy thus contributes a Lorentzian whose half-width at half-maximum is $1/\tau(E)$.

## (b) Two scattering rates

**Question.** Define $\Gamma_{dc}=e/(m\mu)$ from the dc mobility $\mu$, and $\Gamma_{hf}$ by $\mathrm{Re}\,\sigma\to ne^2\Gamma_{hf}/(m\omega^2)$ at high frequency. Find their ratio. How large is the first correction to the high-frequency form?

**Model answer.** At zero frequency $\sigma=ne\mu$, so $\mu=e\langle\tau\rangle/m$ and $\Gamma_{dc}=1/\langle\tau\rangle$. With $\Gamma(5/2)=3\sqrt\pi/4$,

$$\langle\tau\rangle=\frac{\tau_0}{\Gamma(5/2)}\int_0^\infty x\,e^{-x}dx=\frac{4\tau_0}{3\sqrt\pi}=0.752\,\tau_0 .$$

For the high-frequency form, write

$$\frac{\omega^2\tau}{1+\omega^2\tau^2}=\frac1\tau\,\frac{1}{1+1/(\omega\tau)^2}.$$

For $y\ge0$, $1/(1+y)$ lies between $1-y$ and $1$. With $y=1/(\omega\tau)^2$, the average of this expression lies between $\langle1/\tau\rangle-\langle1/\tau^3\rangle/\omega^2$ and $\langle1/\tau\rangle$. Both moments are finite, so

$$\Gamma_{hf}=\left\langle\frac1\tau\right\rangle
=\frac{1}{\tau_0\Gamma(5/2)}\int_0^\infty x^2e^{-x}dx
=\frac{8}{3\sqrt\pi\,\tau_0}=\frac{1.505}{\tau_0}.$$

The ratio is

$$\boxed{\frac{\Gamma_{hf}}{\Gamma_{dc}}=\langle\tau\rangle\left\langle\frac1\tau\right\rangle
=\frac{4}{3\sqrt\pi}\,\frac{8}{3\sqrt\pi}=\frac{32}{9\pi}=1.132}$$

The high-frequency rate is therefore $32/(9\pi)$ times the dc rate, an excess of about 13%. At equal density, mass, frequency and field amplitude, the absorbed power in the tail exceeds the prediction from the mobility by the same factor.

The relative size of the first correction is at most

$$\frac{\langle1/\tau^3\rangle}{\omega^2\langle1/\tau\rangle}
=\frac{\Gamma(4)}{\Gamma(3)}\frac1{(\omega\tau_0)^2}=\frac3{(\omega\tau_0)^2}.$$

Direct current averages times, so slow electrons with long $\tau$ count strongly. Tail absorption averages rates, so fast electrons with frequent collisions count strongly. A numerical solution of the kinetic equation in energy and angle, with the return term $\bar f_1$ retained, gives 1.13173 when the tail is read at $\omega\tau_0=300$. The correction just found accounts for the difference from 1.13177.

## (c) Other scattering laws

**Question.** Can the ratio in (b) be less than one for another $\tau(E)$? Evaluate it for $\tau\propto E^r$, and comment on $r=3/2$.

**Model answer.** By the Cauchy–Schwarz inequality,

$$1=\left\langle\sqrt\tau\,\frac1{\sqrt\tau}\right\rangle^2\le\langle\tau\rangle\left\langle\frac1\tau\right\rangle,$$

with equality when $\tau$ is constant. Within this model the ratio cannot fall below one. For a power law with $|r|<5/2$ both integrals converge, and

$$\langle\tau\rangle\left\langle\frac1\tau\right\rangle
=\frac{\Gamma(5/2+r)\,\Gamma(5/2-r)}{\Gamma(5/2)^2}.$$

The result is even in $r$. A measured value of 1.13 would not by itself distinguish $r=-1/2$ from $r=+1/2$.

For $r=3/2$, which is Coulomb scattering with its slowly varying logarithm held constant, the ratio is $\Gamma(4)\Gamma(1)/\Gamma(5/2)^2$. With $\Gamma(4)=6$, $\Gamma(1)=1$ and $\Gamma(5/2)^2=9\pi/16$, this equals $32/(3\pi)=3.40$. For this idealized power law, the departure from a single relaxation time is much larger than for acoustic-type scattering. In real Coulomb scattering the logarithm also falls with frequency, because distant encounters that last longer than a field period absorb little. The high-frequency ratio is then smaller than 3.40 and can even fall below one.

## (d) Integrated weight

**Question.** Compare $W=\int_0^\infty\mathrm{Re}\,\sigma\,d\omega$ with the weight of the Drude curve that has the same $n$, $m$ and dc mobility. Confirm the result from the reactive response.

**Model answer.** The integrand is positive, so the order of integration may be exchanged. At each energy,

$$\int_0^\infty\frac{\tau\,d\omega}{1+\omega^2\tau^2}
=\Big[\arctan(\omega\tau)\Big]_0^\infty=\frac\pi2 ,$$

whatever the value of $\tau$. Therefore

$$W=\frac{ne^2}{m}\,\frac\pi2\,\langle1\rangle=\frac{\pi ne^2}{2m}.$$

The Drude curve, with the single time $\langle\tau\rangle$, has the same weight. Scattering redistributes absorption over frequency without changing its integral.

Here "Drude weight" means this integrated intraband weight. It does not mean the coefficient of a delta function at $\omega=0$, which is absent when scattering makes the dc conductivity finite.

At high frequency $\tau/(1-i\omega\tau)\to i/\omega$, so

$$\omega\,\mathrm{Im}\,\sigma\to\frac{ne^2}{m}.$$

This is the inertial response of the free carriers. It contains the same $n/m$ and no scattering time. The mass is energy-independent because the band is parabolic; in a nonparabolic band the weight also depends on how the carriers are distributed in energy.

## (e) Where the extra tail comes from

**Question.** Obtain $\mathrm{Re}\,\sigma$ at all frequencies in closed form. Use its low-frequency limit to reconcile a stronger tail with an unchanged weight.

**Model answer.** Let $a=(\omega\tau_0)^2$. Then

$$x^{3/2}\frac{\tau}{1+\omega^2\tau^2}
=\tau_0\frac{x}{1+a/x}=\tau_0\frac{x^2}{x+a}
=\tau_0\left(x-a+\frac{a^2}{x+a}\right).$$

The first two terms integrate against $e^{-x}$ to $1-a$. For the third, put $y=x+a$:

$$\int_0^\infty\frac{e^{-x}}{x+a}dx=e^a\int_a^\infty\frac{e^{-y}}y\,dy=e^aE_1(a).$$

Thus

$$\mathrm{Re}\,\sigma=\frac{ne^2\tau_0}{m\,\Gamma(5/2)}
\left[1-a+a^2e^aE_1(a)\right].$$

For large $a$, $e^aE_1(a)=1/a-1/a^2+2/a^3-6/a^4+\dots$. The bracket becomes $(2/a)(1-3/a+\dots)$, which reproduces part (b).

For small $a$ the last term is of order $a^2\ln(1/a)$, so the bracket begins as $1-a$. The Drude curve has relative form $1-\omega^2\langle\tau\rangle^2$ at low frequency. Since $\tau_0=\Gamma(5/2)\langle\tau\rangle$, the true curve has

$$\frac{\mathrm{Re}\,\sigma(\omega)}{\sigma(0)}
=1-\frac{9\pi}{16}\,\omega^2\langle\tau\rangle^2+\dots,
\qquad \frac{9\pi}{16}=1.77 .$$

It starts at the same dc value but falls faster. The long-lived slow electrons supply narrow Lorentzians, which drop out first. The fast electrons supply broad Lorentzians, which form the tail.

Numerically, the true curve lies below the Drude curve until $\omega\langle\tau\rangle=1.71$ and above it afterwards. Below the crossing, the smallest ratio of the two is 0.933, at $\omega\langle\tau\rangle=0.69$. The weight moved across the crossing is 2.6% of the total. The Drude curve has a fraction $1-(2/\pi)\arctan1.71=0.34$ of its weight above the crossing. The excess there starts from zero and approaches 13% only far above the crossing, so its average over this weight is only about 8%.

## (f) Finite photon energy

**Question.** The classical treatment requires $u=\hbar\omega/k_BT\ll1$. For $\omega\tau\gg1$, use photon-assisted scattering to find the leading correction to $\Gamma_{hf}$.

**Model answer.** Take $F=F_0\cos\omega t$ and vector potential $A=-(F_0/\omega)\sin\omega t$. The kinetic energy of a state $\mathbf k$ is $(\hbar\mathbf k+e\mathbf A)^2/2m$. Its $A^2$ term is common to all states. The cross term gives a scattering event $\mathbf k\to\mathbf k'$ the extra phase

$$\frac em(\mathbf k'-\mathbf k)\cdot\int\mathbf A\,dt
=\beta\cos\omega t,\qquad
\beta=\frac{e(\mathbf k'-\mathbf k)\cdot\mathbf F_0}{m\omega^2}.$$

To first order, $e^{i\beta\cos\omega t}=1+\frac{i\beta}{2}(e^{i\omega t}+e^{-i\omega t})$. Absorption and emission of one photon each have probability weight $\beta^2/4$.

For isotropic scattering the directions of $\mathbf k$ and $\mathbf k'$ are independent, so the cross term in $(\mathbf k'-\mathbf k)^2$ averages to zero. The angular mean is

$$\overline{\beta^2}=\frac{e^2F_0^2}{m^2\omega^4}\,\frac{k^2+k'^2}{3}
=\frac{2e^2F_0^2}{3m\hbar^2\omega^4}(2E+\hbar\omega).$$

An electron that absorbs a photon ends at $E+\hbar\omega$. The constant matrix element makes its sum over final states equal to $1/\tau(E+\hbar\omega)$. Each emission is the reverse of an absorption, and its initial state is less occupied by $e^{-u}$. Hence

$$P=n\hbar\omega(1-e^{-u})\frac{e^2F_0^2}{6m\hbar^2\omega^4}
\left\langle\frac{2E+\hbar\omega}{\tau(E+\hbar\omega)}\right\rangle_0 ,$$

where $\langle\cdot\rangle_0$ is the mean over electrons, with weight $\sqrt x\,e^{-x}/\Gamma(3/2)$. Equating $P$ to $ne^2\Gamma F_0^2/(2m\omega^2)$ gives

$$\Gamma(u)=\frac{1-e^{-u}}{3u}
\left\langle\frac{2x+u}{\tau(x+u)}\right\rangle_0 .$$

As $u\to0$ this tends to $\frac23\langle x/\tau\rangle_0=\langle1/\tau\rangle$, the classical rate including its prefactor.

For the present $\tau$, set $y=x+u/2$ and $b=u/2$. The required integral is

$$2e^b\int_b^\infty y\sqrt{y^2-b^2}\,e^{-y}dy
=\frac{2e^b}{3}\int_b^\infty(y^2-b^2)^{3/2}e^{-y}dy
=2e^bb^2K_2(b).$$

The first equality is integration by parts; the second is the standard integral representation of the modified Bessel function $K_2$. Dividing by $\Gamma_{hf}=4/[3\Gamma(3/2)\tau_0]$,

$$\frac{\Gamma(u)}{\Gamma_{hf}}
=\frac{\sinh(u/2)}{u/2}\,\frac{u^2}{8}K_2\!\left(\frac u2\right)
=1-\frac{u^2}{48}+\dots$$

The two factors begin as $1+u^2/24$ and $1-u^2/16$, so they partly cancel. For $u\gg1$ the ratio instead tends to $\sqrt{\pi u}/8$, and the factor found in (b) no longer describes the absorption.

## (g) Numerical case

**Question.** Apply the results to high-purity n-type silicon at 77 K and 1 THz. Use the rough values $\mu=15000$ cm²/Vs, $n=10^{13}$ cm⁻³, longitudinal and transverse masses $0.92\,m_0$ and $0.19\,m_0$, and relative permittivity 11.7. Assess the neglected effects.

**Model answer.** Averaging the inverse mass over the equivalent valleys gives

$$m=\frac{3m_0}{1/0.92+2/0.19}=0.258\,m_0 .$$

Then $\langle\tau\rangle=m\mu/e=2.20$ ps and $\tau_0=2.20/0.752=2.93$ ps. The rates are

$$\Gamma_{dc}=0.454\ \text{ps}^{-1},\qquad
\Gamma_{hf}=1.505/2.93=0.514\ \text{ps}^{-1}.$$

At 1 THz, $\omega\langle\tau\rangle=13.8$ and $\omega\tau_0=18.4$. With $\sigma(0)=ne\mu=0.0240$ S/cm, the Drude prediction is

$$\frac{0.0240}{1+13.8^2}=1.25\times10^{-4}\ \text{S/cm}.$$

The full classical curve gives $1.41\times10^{-4}$ S/cm. Their ratio is 1.128, slightly below 1.132: the true tail is reduced by about $3/18.4^2=0.9\%$, the Drude tail by about $1/13.8^2=0.5\%$.

The wave intensity is $\frac12\epsilon_0c\sqrt{11.7}\,F_0^2$, so the absorption coefficient is $\mathrm{Re}\,\sigma/(\epsilon_0c\sqrt{11.7})$. It is 0.0155 cm⁻¹, against 0.0137 cm⁻¹ from the mobility. Over 1 cm the difference changes the transmission by about 0.2% of its value, so a measurement would need better accuracy than that. Both curves have $W=0.0171$ S/(cm ps).

The photon energy is $0.62\,k_BT$. By part (f), this lowers the tail by 0.7% for the acoustic-type law alone. The frequency therefore lies in a usable but limited window: a lower one weakens $\omega\tau\gg1$, and a moderately higher one increases the quantum correction.

The silicon inputs are rough, and real silicon departs from the single scattering law. The estimates below add one effect at a time with $\tau_0$ held fixed; changes are relative to the factor 1.132.

- **Intervalley phonons:** with rough coupling constants they add 9% to the mean rate and raise the factor by 3.3% in the classical limit. This is the largest computed change, equal to more than a quarter of the 13% excess. Both figures scale with $\tau_0$. An acoustic deformation potential of 9 eV gives $\tau_0\approx4.5$ ps and a mobility near 21000 cm²/Vs, and the same couplings then give about 14% and 5%.
- **Ionized impurities:** at a density equal to $n$, the Born approximation gives an added 0.7% in the mean rate but a factor lower by 1.6%, if collisions are treated as instantaneous. At 1 THz distant encounters last longer than a field period and absorb little. In the same approximation, photon-assisted scattering then adds only about 0.2% to the tail rate, and the factor falls by about 2.1%. The Born approximation requires $e^2/(4\pi\epsilon\hbar v)\ll1$, with $\epsilon=11.7\,\epsilon_0$. Here this ratio is about 2 for an electron of energy $k_BT$ and larger for slower ones, so these impurity figures are only order-of-magnitude estimates.
- **Anisotropic relaxation:** a rough longitudinal-to-transverse time ratio of 0.67 raises the factor by 1.4%.
- **Nonparabolicity:** a rough coefficient of 0.5 eV⁻¹ lowers the total weight by 1.6%. If both rates are defined with the mass $\pi ne^2/(2W)$ fixed by this reduced weight, the factor rises by 0.8%. If the band-edge mass $0.258\,m_0$ is kept in the definitions of part (b), the factor instead falls by 2.4%.

The opposite signs of the first two follow from a small added rate $\delta\nu(E)$:

$$\delta\ln\!\left(\langle\tau\rangle\left\langle\frac1\tau\right\rangle\right)
=\frac{\langle\delta\nu\rangle}{\langle1/\tau\rangle}
-\frac{\langle\tau^2\delta\nu\rangle}{\langle\tau\rangle}.$$

Impurities scatter slow electrons most, where $\tau^2$ is large, so the second term wins. For the slowest electrons the added rate is not small, so the formula gives the sign of this change but overstates its size. An added rate proportional to $1/\tau$ would make the two terms cancel. Intervalley scattering acts mainly on fast electrons, because phonon emission starts only above the phonon energy (at least 12 meV here, or $1.8\,k_BT$), and the first term wins.

Elastic scattering is itself an approximation at this temperature: for an isotropic band with the average mass and a sound speed of 9000 m/s, an electron of energy $k_BT$ can exchange up to about $0.4\,k_BT$ with an acoustic phonon. Keeping these energies in the kinetic equation raises the factor by only 0.2–0.3%. Along the heavy longitudinal axis of a silicon valley the limit is about $0.7\,k_BT$; the effect of this anisotropy is not computed here.

Electron–electron collisions are not included in these estimates. They conserve total momentum in this band but share it between energies. If they dominate, the dc distribution approaches a displaced Maxwellian, $f_1\propto v_zf_0$, whose momentum decays at $\langle1/\tau\rangle$. The two rates then coincide and the factor tends to one. This limit holds for the isotropic single-mass band. In silicon, collisions between electrons in valleys with different masses along the field conserve momentum but still change the current, so the limit does not carry over. Electrons and the assumed impurities have equal density and interact through the same Coulomb force, so an effect of similar order to that of the impurities may be expected; it is not computed here.

Finally, $v\tau=\sqrt{2k_BT/m}\,\tau_0\approx0.28$ μm at every energy. The bulk result requires a sample much thicker than this mean free path; otherwise diffuse scattering at the surfaces raises both rates. The numerical output lists the remaining estimates.

## Numbers as computed

```
<tau>/tau0: 0.75225
<1/tau>*tau0: 1.50451
32/(9 pi): 1.13177
kinetic solution, factor at w=300: 1.13173
frequency integral/(pi/2): 1.0000000
w Im S at w=300: 0.99997
<tau^3>/<tau>^3, formula: 1.7671
same, from kinetic curve: 1.7656
crossing omega*tau0: 2.276
crossing omega*<tau>: 1.712
lowest true/Drude ratio: 0.9332
  at omega*<tau>: 0.688
weight moved to tail: 2.64 %
temperature: 77 K
mobility (rough): 15000 cm2/Vs
density: 1.0e+13 cm^-3
long., mass (rough): 0.92 m0
trans. mass (rough): 0.19 m0
conductivity mass: 0.2583 m0
relative permittivity (rough): 11.7
frequency: 1 THz
<tau>: 2.203 ps
tau0: 2.929 ps
omega*tau0: 18.4
omega*<tau>: 13.84
rate from dc mobility: 0.4539 1/ps
high-frequency rate: 0.5137 1/ps
dc conductivity: 0.02403 S/cm
Re sigma at 1 THz, true: 0.0001407 S/cm
Re sigma at 1 THz, Drude from dc: 0.0001248 S/cm
their ratio: 1.1277
absorption coefficient, true: 0.0155 1/cm
absorption coefficient, Drude: 0.01374 1/cm
total weight, true: 0.01714 S/(cm ps)
total weight, pi n e^2/(2m): 0.01714 S/(cm ps)
mean free path: 278.4 nm
photon energy/kT: 0.6233
quantum change of tail: -0.72 %
tau_long/tau_trans (rough): 0.67
anisotropic tau, change of factor: 1.38 %
nonparabolicity (rough): 0.5 1/eV
nonparabolic change of factor: 0.83 %
nonparabolic change of weight: -1.63 %
impurity/acoustic mean rate: 0.67 %
impurity change of factor: -1.61 %
intervalley/acoustic mean rate: 8.97 %
intervalley change of factor: 3.29 %
density/band density of states: 2.8e-06
neutral donors (45 meV, rough): 0.49 %
(plasma frequency/omega)^2: 2.7e-04
thermal speed/light speed in Si: 1.1e-03
```
